# Shindo–Nara Equations for Multivalley Donors with Bloch Overlaps, part 1

(Sections cited here and not found follow in the second part.)

## From the crystal Hamiltonian to the coupled valley equations

A donor calculation in a multivalley semiconductor requires a decision about the matrix elements that connect different valleys. One may treat the valley states as plane waves, so that each pair of valleys is coupled by a single Fourier component of the donor potential. Or one may keep the Bloch functions, which bring overlap factors and further Fourier components shifted by reciprocal lattice vectors. For the silicon model of the second half, with potential, mass and momentum cutoff held fixed, the first choice gives a ground-state binding energy of 33.7 meV and the second gives 28.0 meV. The derivation below shows where the factors come from and what has been neglected once they are included.

### Projection onto one band

Atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$. Let $H_0$ be the Hamiltonian of an electron in the perfect crystal. Its Bloch functions are

$$\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad H_0\psi_{n\mathbf k}=E_n(\mathbf k)\psi_{n\mathbf k}. \tag{1}$$

The function $u_{n\mathbf k}$ has the lattice period, and the cell average of $|u_{n\mathbf k}|^2$ is one. For wave vectors in one Brillouin zone this means

$$\langle\psi_{n\mathbf k}|\psi_{n'\mathbf k'}\rangle=(2\pi)^3\delta_{nn'}\delta(\mathbf k-\mathbf k'). \tag{2}$$

The donor adds a static, real, local potential $U(\mathbf r)$. Spin is left out. The bound state is expanded as

$$\Psi=\sum_n\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}\,\varphi_n(\mathbf k)\psi_{n\mathbf k}. \tag{3}$$

Insert (3) into $(H_0+U-E)\Psi=0$ and take the inner product with $\psi_{n\mathbf k}$. By (2), the term in $H_0-E$ loses its sum and integral:

$$[E_n(\mathbf k)-E]\varphi_n(\mathbf k)+\sum_{n'}\int_{\rm BZ}\frac{d^3k'}{(2\pi)^3}\langle n\mathbf k|U|n'\mathbf k'\rangle\varphi_{n'}(\mathbf k')=0. \tag{4}$$

This is still the full problem. To see what a one-band theory discards, let $P$ denote the conduction band and $Q$ all other bands. The $Q$ rows of (4) read $(H_{QQ}-E)\varphi_Q+U_{QP}\varphi_P=0$, with $H=H_0+U$. Solving for $\varphi_Q$ and inserting it into the $P$ rows gives

$$\left[H_{PP}-E-U_{QP}^\dagger(H_{QQ}-E)^{-1}U_{QP}\right]\varphi_P=0. \tag{5}$$

The last term is of second order in the interband part of $U$, divided by an energy distance between bands. We drop it. This is justified when the energy shift it causes is small compared with the binding energies and splittings sought, a condition that a strong core potential can violate. From here on the band index is omitted.

### Matrix elements with overlap and umklapp

The product of two periodic parts is periodic, so it has a Fourier series over reciprocal lattice vectors $\mathbf G$:

$$u_{\mathbf k}^*(\mathbf r)u_{\mathbf k'}(\mathbf r)=\sum_{\mathbf G}C_{\mathbf G}(\mathbf k,\mathbf k')e^{i\mathbf G\cdot\mathbf r}. \tag{6}$$

If $u_{\mathbf k}=\sum_{\mathbf G'}c_{\mathbf k}(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$, the exponent in the product is $(\mathbf G''-\mathbf G')\cdot\mathbf r$. Setting $\mathbf G''=\mathbf G'+\mathbf G$ gives

$$C_{\mathbf G}(\mathbf k,\mathbf k')=\sum_{\mathbf G'}c^*_{\mathbf k}(\mathbf G')c_{\mathbf k'}(\mathbf G'+\mathbf G). \tag{7}$$

Define the transform of the potential by

$$\tilde U(\mathbf K)=\int d^3r\,U(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}. \tag{8}$$

The matrix element contains $e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}e^{i\mathbf G\cdot\mathbf r}=e^{-i(\mathbf k-\mathbf k'-\mathbf G)\cdot\mathbf r}$, hence

$$\langle\mathbf k|U|\mathbf k'\rangle=\sum_{\mathbf G}C_{\mathbf G}(\mathbf k,\mathbf k')\,\tilde U(\mathbf k-\mathbf k'-\mathbf G). \tag{9}$$

The terms with $\mathbf G\ne0$ are the umklapp terms. They are not corrections to a local potential: they arise because a Bloch state contains several plane waves.

### Valleys and frozen periodic parts

Let the band have equivalent minima at $\mathbf k_j$, and put the energy zero there. Divide the relevant part of the zone into regions $\Omega_j$ that are disjoint even after shifts by reciprocal lattice vectors. Within $\Omega_j$ write $\mathbf k=\mathbf k_j+\mathbf q$ and $\varphi(\mathbf k_j+\mathbf q)=F_j(\mathbf q)$. If the regions fill the zone, this is a relabelling; if they do not, amplitude outside them is neglected.

Two expansions in $\mathbf q$ follow. At a minimum the linear energy term vanishes, so

$$E(\mathbf k_j+\mathbf q)=\tfrac12\mathbf q\cdot M_j^{-1}\mathbf q+O(q^3). \tag{10}$$

For a local crystal potential the mass tensor can be obtained from the states at $\mathbf k_j$. The Hamiltonian acting on periodic parts changes by $\mathbf q\cdot(\mathbf p+\mathbf k_j)+q^2/2$. Second-order perturbation theory gives the energy change $q^2/2+\sum_{n\ne c}|\mathbf q\cdot\mathbf p_{nc}|^2/(E_c-E_n)$, where $c$ is the conduction band and $\mathbf p_{nc}=\langle u_n|\mathbf p+\mathbf k_j|u_c\rangle$. Comparison with (10) yields

$$(M_j^{-1})_{\alpha\beta}=\delta_{\alpha\beta}+2\,{\rm Re}\sum_{n\ne c}\frac{(p^\alpha_{nc})^*p^\beta_{nc}}{E_c-E_n}. \tag{11}$$

The same perturbation changes $u_{\mathbf k}$ at first order in $\mathbf q$. With phases chosen smoothly inside each valley,

$$C_{\mathbf G}(\mathbf k_j+\mathbf q,\mathbf k_l+\mathbf q')=C_{\mathbf G}^{jl}+O(q,q'),\qquad C_{\mathbf G}^{jl}\equiv C_{\mathbf G}(\mathbf k_j,\mathbf k_l). \tag{12}$$

Keep the leading terms of (10) and (12), and use $\mathbf k-\mathbf k'=\mathbf k_j-\mathbf k_l+\mathbf q-\mathbf q'$ in (9). The one-band form of (4) becomes the Shindo–Nara set

$$\left[\tfrac12\mathbf q\cdot M_j^{-1}\mathbf q-E\right]F_j(\mathbf q)+\sum_l\int_{\Omega_l}\!\frac{d^3q'}{(2\pi)^3}\,K_{jl}(\mathbf q,\mathbf q')F_l(\mathbf q')=0, \tag{13}$$

$$K_{jl}(\mathbf q,\mathbf q')=\sum_{\mathbf G}C_{\mathbf G}^{jl}\,\tilde U(\mathbf k_j-\mathbf k_l-\mathbf G+\mathbf q-\mathbf q'). \tag{14}$$

For $j=l$, normalization gives $C_{\mathbf 0}^{jj}=1$. The term $\mathbf G=0$ is then the ordinary single-valley potential $\tilde U(\mathbf q-\mathbf q')$. The terms with $j=l$ and $\mathbf G\ne0$ describe the uneven density of the Bloch state inside the cell. The terms with $j\ne l$ couple the valleys.

Three properties can be read from (14). First, conjugating (6) gives $(C_{\mathbf G}^{jl})^*=C_{-\mathbf G}^{lj}$, and a real $U$ has $\tilde U(\mathbf K)^*=\tilde U(-\mathbf K)$. Therefore

$$K_{jl}(\mathbf q,\mathbf q')^*=\sum_{\mathbf G}C_{-\mathbf G}^{lj}\tilde U(\mathbf k_l-\mathbf k_j+\mathbf G+\mathbf q'-\mathbf q)=K_{lj}(\mathbf q',\mathbf q), \tag{15}$$

where the last step renames $-\mathbf G$ as $\mathbf G$. The problem is Hermitian and its energies are real.

Second, the phase of each valley function is free. Under $\psi_j\to e^{i\theta_j}\psi_j$, the overlaps change to $e^{i(\theta_l-\theta_j)}C_{\mathbf G}^{jl}$. With $F_j\to e^{-i\theta_j}F_j$, every term of row $j$ acquires the same factor $e^{-i\theta_j}$, and $E$ is unchanged. A single overlap factor between two different valleys therefore has no physical phase by itself; all factors must come from one consistent set of Bloch functions.

Third, $\mathbf k_l$ may be replaced by $\mathbf k_l+\mathbf G_0$. The Bloch function stays the same if $u_l\to e^{-i\mathbf G_0\cdot\mathbf r}u_l$, which turns $C_{\mathbf G}^{jl}$ into $C_{\mathbf G+\mathbf G_0}^{jl}$. The argument of $\tilde U$ contains $-\mathbf G_0-\mathbf G$, so renaming $\mathbf G+\mathbf G_0$ as $\mathbf G$ restores (14). Which term is called direct and which umklapp thus depends on the labelling of the minima. The sum does not.

### The real-space form and its extra assumption

The cutoff is now removed: each $\mathbf q$ integral is extended to all space. This is an additional approximation, reasonable when $F_j(\mathbf q)$ is small at the edge of $\Omega_j$ and remains so as the cutoff is raised. Define

$$F_j(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}F_j(\mathbf q). \tag{16}$$

Multiply (13) by $e^{i\mathbf q\cdot\mathbf r}/(2\pi)^3$ and integrate over $\mathbf q$. In the kinetic term $\mathbf q$ becomes $-i\nabla$. For one potential term let $\mathbf Q=\mathbf k_j-\mathbf k_l-\mathbf G$, and insert (8) with integration variable $\mathbf s$. The $\mathbf q$ integral of $e^{i\mathbf q\cdot(\mathbf r-\mathbf s)}$ gives $(2\pi)^3\delta(\mathbf r-\mathbf s)$, while the $\mathbf q'$ integral gives $F_l(\mathbf s)$. The result is $e^{-i\mathbf Q\cdot\mathbf r}U(\mathbf r)F_l(\mathbf r)$. Summed over $\mathbf G$ with the overlaps,

$$\sum_{\mathbf G}C_{\mathbf G}^{jl}e^{-i(\mathbf k_j-\mathbf k_l)\cdot\mathbf r}e^{i\mathbf G\cdot\mathbf r}=\psi_j^*(\mathbf r)\psi_l(\mathbf r), \tag{17}$$

$$\left[-\tfrac12\nabla\cdot M_j^{-1}\nabla-E\right]F_j(\mathbf r)+U(\mathbf r)\sum_l\psi_j^*(\mathbf r)\psi_l(\mathbf r)F_l(\mathbf r)=0. \tag{18}$$

The potential energy belonging to (18) is $\int U|\sum_jF_j\psi_j|^2d^3r$. This is the donor potential weighted with the density of the combined valley state, interference included.

The cutoff can matter for a core potential. Take a contact attraction $-v\,\delta(\mathbf r)$ and an envelope of size $\lambda$. The kinetic energy scales as $\lambda^{-2}$ and the attraction as $-v\lambda^{-3}$, so the energy in (18) has no lower bound as $\lambda\to0$. In (13) a finite $\Omega_j$ excludes such envelopes. A binding energy that depends strongly on the cutoff signals that the one-band, parabolic theory is being used outside its range.

Replacing $\psi_j$ by $e^{i\mathbf k_j\cdot\mathbf r}$ in (18) sets $C_{\mathbf G}^{jl}=\delta_{\mathbf G\mathbf 0}$. This is a different approximation from freezing the periodic parts. The latter becomes accurate for extended envelopes, whereas the former leaves an error in the intervalley coupling however extended the envelope is, unless the Bloch functions happen to give the same coupling.

### The shallow limit

Suppose the envelopes contain wave numbers much smaller than all the intervalley $|\mathbf k_j-\mathbf k_l-\mathbf G|$ that matter. Then $\mathbf q-\mathbf q'$ may be dropped in (14), and the coupling reduces to the constant

$$W_{jl}=\sum_{\mathbf G}C_{\mathbf G}^{jl}\tilde U(\mathbf k_j-\mathbf k_l-\mathbf G),\qquad j\ne l. \tag{19}$$

Since $\int F_l(\mathbf q)d^3q/(2\pi)^3=F_l(\mathbf r=0)$, the first-order intervalley energy of a normalized state with $F_j=\alpha_jF$ is

$$\Delta E=|F(\mathbf 0)|^2\sum_{j\ne l}\alpha_j^*\alpha_lW_{jl},\qquad\sum_j|\alpha_j|^2=1. \tag{20}$$

Anisotropic envelopes belonging to different valleys still share the same value at the origin when symmetry relates them, so (20) also covers that case. Corrections linear in $\mathbf q$ from (12) are multiplied by $\int\mathbf qF(\mathbf q)d^3q$, which vanishes for an even envelope.

### Comparison with a full diagonalization

A one-dimensional crystal tests (13) without assuming it. Take lattice constant and $\hbar$ equal to one, $G=2\pi$, and

$$H=\frac{(p^2-p_0^2)^2}{8p_0^2}-0.8\cos Gx-\frac{g}{\sqrt{x^2+1}},\qquad p_0=0.35\,G. \tag{21}$$

The quartic kinetic energy produces two valleys, which the lattice potential shifts to $\pm0.360\,G$, with mass 1.05. The derivation up to (14) uses the periodicity of $H_0$ and not the form of its kinetic energy; the mass is here taken from the computed band curvature. The donor problem in a long periodic cell was solved in plane waves and, separately, from the one-dimensional form of (13).

For $g=0.005$ the full splitting of the two lowest levels is $2.04\times10^{-5}$, and the coupled equations give $2.00\times10^{-5}$, an error of 2.0% relative to the full value. For $g=0.02$ the error is 6.8%. The approximation thus improves for the shallower donor, as (10) and (12) require. Keeping $C_{\mathbf 0}^{jl}$ but dropping umklapp at $g=0.005$ gives $2.9\times10^{-6}$, which is 86% too small. The direct wave number is $0.72\,G$, while umklapp offers $0.28\,G$, where the transform of this smooth potential is larger.

## A substitutional donor in silicon

The symbols carried over are these. $F_j$ is the envelope of the valley at $\mathbf k_j$, $M_j$ its mass tensor, and $\psi_j$ its Bloch function with unit mean density. The coefficients $C_{\mathbf G}^{jl}$ are the Fourier components of $u_j^*u_l$, and $\tilde U$ is the transform of the donor potential. The coupled equations are (13) and (14). Without a cutoff their potential term is $U\sum_l\psi_j^*\psi_lF_l$, as in (18), and for shallow states the intervalley energy is (20). Energies are measured from the conduction minimum; a binding energy is $-E$.

### The screened point charge

A donor with one excess positive charge attracts an electron as $-1/r$ very close to the site and as $-1/(\epsilon r)$ far away, where $\epsilon$ is the static relative permittivity. A simple interpolation is

$$U(r)=-\frac1r\left[\frac1\epsilon+\left(1-\frac1\epsilon\right)e^{-\kappa r}\right]. \tag{22}$$

To transform it, consider first a damped Coulomb function. The angular integral of $e^{-i\mathbf K\cdot\mathbf r}$ is $4\pi\sin(Kr)/(Kr)$, so

$$\int d^3r\,\frac{e^{-\lambda r}}r e^{-i\mathbf K\cdot\mathbf r}=\frac{4\pi}{K}\int_0^\infty e^{-\lambda r}\sin(Kr)\,dr=\frac{4\pi}{K^2+\lambda^2}. \tag{23}$$

The last integral is the imaginary part of $1/(\lambda-iK)$, which equals $K/(\lambda^2+K^2)$. Use $\lambda\to0^+$ for the first term of (22) and $\lambda=\kappa$ for the second:

$$\tilde U(K)=-4\pi\left[\frac1{\epsilon K^2}+\frac{1-1/\epsilon}{K^2+\kappa^2}\right]. \tag{24}$$

A chemical core correction $\Delta U(\mathbf r)$, if local, adds its own transform to (24) and is multiplied by the same overlaps. A nonlocal core correction requires matrix elements between the full Bloch functions in place of (9).

For $\kappa$ we use Thomas–Fermi screening by the valence electrons. A free-electron gas with chemical potential $\mu$ has $k_F=\sqrt{2\mu}$ and density $n=k_F^3/(3\pi^2)$, so $dn/d\mu=k_F/\pi^2$. The linearized Poisson equation then gives $\kappa^2=4\pi\,dn/d\mu=4k_F/\pi$. Treating a semiconductor's valence electrons in this way is a model for short distances; the first term of (24) supplies the correct long-range limit.

The coupled valley equations with Bloch overlaps and umklapp terms have been derived and tested on a one-dimensional crystal, and the screened donor potential and its transform are in hand. What remains is to find which couplings symmetry forbids in silicon, to compute the binding energies, and to examine the limits of the model.
